# The Casimir–Polder Potential and Its London and Retarded Limits

**Q.** Two neutral atoms with no permanent dipoles sit far apart in vacuum. The usual estimate of their attraction uses the instantaneous Coulomb coupling of fluctuating dipoles. Light needs a time \(R/c\) to cross the gap, so that estimate cannot hold at every distance. What Hamiltonian contains the delay?

**A.** One with a quantized field. I use atomic units, \(\hbar=m_e=e=4\pi\varepsilon_0=1\), so that \(c\) is the inverse fine-structure constant and the field energy is \(\int(E^2+B^2)\,d^3r/8\pi\). The atoms A and B do not overlap, and each is small compared with \(R\) and with the wavelengths that matter. Both are in isotropic, nondegenerate ground states, and the temperature is zero. Magnetic and higher multipole couplings are dropped.

In Coulomb gauge the electrons couple through \(\mathbf p-q\mathbf A/c\), with \(\mathbf A\) evaluated at the centre of their atom. The unitary operator \(U=\exp[(i/c)\sum_a\mathbf d_a\cdot\mathbf A(\mathbf R_a)]\) gives
\[
U^\dagger(\mathbf p-q\mathbf A/c)U=\mathbf p,\qquad U^\dagger\mathbf E_\perp U=\mathbf E_\perp-4\pi\mathbf P_\perp ,
\]
where \(\mathbf P=\sum_a\mathbf d_a\delta(\mathbf r-\mathbf R_a)\). The second relation follows from \([A_i(\mathbf r),E_{\perp j}(\mathbf r')]=-4\pi i c\,\delta^\perp_{ij}(\mathbf r-\mathbf r')\). The electric energy becomes
\[
\frac1{8\pi}\int(\mathbf E_\perp-4\pi\mathbf P_\perp)^2
=\frac1{8\pi}\int E_\perp^2-\int\mathbf P_\perp\cdot\mathbf E_\perp+2\pi\int P_\perp^2 .
\]
Writing \(\mathbf E\) for the transformed transverse field, we have
\[
H=H_A+H_B+H_F-\mathbf d_A\cdot\mathbf E(A)-\mathbf d_B\cdot\mathbf E(B).
\]
The self term \(2\pi\int P_\perp^2\) of each atom is independent of \(R\) and is absorbed in \(H_A\) and \(H_B\).

**Q.** You have lost the Coulomb interaction between the atoms. That was the whole of the London force.

**A.** It has cancelled. The longitudinal field of the charges is \(-4\pi\mathbf P_\parallel\), with energy \(2\pi\int P_\parallel^2\). Its A–B cross term is \(4\pi\int\mathbf P_{A\parallel}\cdot\mathbf P_{B\parallel}\). The transverse self term above has the cross term \(4\pi\int\mathbf P_{A\perp}\cdot\mathbf P_{B\perp}\). Together they give \(4\pi\int\mathbf P_A\cdot\mathbf P_B=0\), because the atoms do not overlap. The static dipole field must therefore reappear in the field \(\mathbf E\), which is now the displacement field and equals the full electric field outside the atoms.

**Q.** The interaction is then of fourth order: two powers of each dipole. Must we sum all the time-ordered diagrams?

**A.** The sum can be organized by treating atom B to second order and everything else, the field together with atom A, as its environment. Let \(n\) label excited states of B with excitation energy \(\omega_n\), and \(\lambda\) excited states of the environment with energy \(\omega_\lambda\). There is no first-order shift, since B has no mean dipole. The second-order shift is
\[
\Delta E=-\sum_{n,\lambda}\frac{|\langle n|\mathbf d_B|0\rangle\cdot\langle\lambda|\mathbf E(B)|0\rangle|^2}{\omega_n+\omega_\lambda}
=-\frac13\sum_{n,\lambda}\frac{|\mathbf d_n|^2|\mathbf E_\lambda|^2}{\omega_n+\omega_\lambda}.
\]
The factor \(1/3\) comes from isotropy: summed over a degenerate level, \(\langle0|d_i|n\rangle\langle n|d_j|0\rangle\) is \(\delta_{ij}/3\) times the summed \(|\mathbf d_n|^2\). All terms with two powers of \(\mathbf d_B\) are here; A is still hidden in the states \(\lambda\).

**Q.** The denominator ties B to its environment. How can separate polarizabilities emerge?

**A.** For positive \(a\neq b\), partial fractions give
\[
\int_0^\infty\!\frac{ab\,d\xi}{(a^2+\xi^2)(b^2+\xi^2)}
=\frac{ab}{b^2-a^2}\left(\frac{\pi}{2a}-\frac{\pi}{2b}\right)=\frac{\pi}{2(a+b)},
\]
and continuity covers \(a=b\). Hence \(1/(\omega_n+\omega_\lambda)\) is \(2/\pi\) times such an integral, in which the two factors are separate. Define
\[
\alpha_B(i\xi)=\frac23\sum_n\frac{\omega_n|\mathbf d_n|^2}{\omega_n^2+\xi^2},\qquad
\Gamma_{ij}(i\xi)=\sum_\lambda\frac{2\omega_\lambda\langle0|E_i|\lambda\rangle\langle\lambda|E_j|0\rangle}{\omega_\lambda^2+\xi^2}.
\]
The sum over \(n\) supplies \(\tfrac32\alpha_B\), and the sum over \(\lambda\) supplies \(\tfrac12\mathrm{Tr}\,\Gamma\). The factors combine as \(-\frac13\cdot\frac2\pi\cdot\frac32\cdot\frac12=-\frac1{2\pi}\), so
\[
\Delta E=-\frac1{2\pi}\int_0^\infty d\xi\,\alpha_B(i\xi)\,\mathrm{Tr}\,\Gamma(i\xi).
\]

**Q.** An imaginary frequency is a formal device. Does \(\Gamma\) mean anything?

**A.** It is the response to a source that grows in time. Add \(-f_jE_j(B)e^{\xi t}\) to the environment's Hamiltonian. First-order perturbation theory gives the interaction-picture amplitude
\[
a_\lambda(t)=i\int_{-\infty}^t\!dt'\,\langle\lambda|E_j|0\rangle f_j e^{(\xi+i\omega_\lambda)t'}
=\frac{i\langle\lambda|E_j|0\rangle f_j}{\xi+i\omega_\lambda}\,e^{(\xi+i\omega_\lambda)t}.
\]
For the diagonal components, which are those in the trace, the mean field is \(f_je^{\xi t}\) times
\[
\sum_\lambda|\langle\lambda|E_j|0\rangle|^2\,2\,\mathrm{Re}\frac{i}{\xi+i\omega_\lambda}
=\sum_\lambda\frac{2\omega_\lambda|\langle\lambda|E_j|0\rangle|^2}{\omega_\lambda^2+\xi^2}=\Gamma_{jj}(i\xi).
\]
So \(\Gamma\) is the field at B per unit dipole placed at B and growing as \(e^{\xi t}\). The same calculation for an atom gives its induced dipole as \(\alpha(i\xi)\) times a growing field.

**Q.** The environment contains an interacting atom A. You cannot just assume that it scatters classically.

**A.** To lowest order in its dipole coupling this can be shown. The field equations are linear, so a prescribed dipole \(\mathbf f e^{\xi t}\) at B adds to the free field operator a classical field, whose value at A is \(G\mathbf f e^{\xi t}\). A time-dependent displacement of the field modes removes the source and leaves \(-\mathbf d_A\cdot(\mathbf E+G\mathbf f e^{\xi t})\) as the coupling of A. The mean induced dipole is therefore \(\alpha_A G\mathbf f e^{\xi t}\), with corrections containing further powers of \(\mathbf d_A\). By linearity again, this dipole sends back the mean field \(G\alpha_AG\mathbf f e^{\xi t}\). Thus
\[
\Gamma=\Gamma_{\rm free}+\alpha_A\,G\,G .
\]
The free part gives a self-energy of B that does not depend on \(R\). Dropping it leaves
\[
V(R)=-\frac1{2\pi}\int_0^\infty d\xi\,\alpha_A(i\xi)\alpha_B(i\xi)\,\mathrm{Tr}\,G^2 .
\]
Although B was treated first, the result is symmetric in the atoms.

**Q.** Now produce \(G\), and show me that the missing Coulomb field returns.

**A.** A mode of wave vector \(\mathbf k\) and frequency \(\omega=ck\) in a volume \(\Omega\) has field amplitude \(\sqrt{2\pi\omega/\Omega}\). Put this into the response sum with the dipole and the field point separated by \(\mathbf R\). The two polarizations sum to \(\delta_{ij}-\hat k_i\hat k_j\). With \(\kappa=\xi/c\),
\[
G_{ij}=4\pi\!\int\!\frac{d^3k}{(2\pi)^3}\,
\frac{k^2\delta_{ij}-k_ik_j}{k^2+\kappa^2}\,e^{i\mathbf k\cdot\mathbf R}
=(\partial_i\partial_j-\delta_{ij}\nabla^2)\frac{e^{-\kappa R}}R .
\]
Here \(k_j\) became \(-i\partial_j\), and \(4\pi/(k^2+\kappa^2)\) is the Fourier transform of \(e^{-\kappa R}/R\), because \((\nabla^2-\kappa^2)(e^{-\kappa R}/R)=-4\pi\delta(\mathbf R)\). For \(R\ne0\), \(\nabla^2\) may be replaced by \(\kappa^2\).

Let \(u=e^{-\kappa R}/R\) and \(x=\kappa R=\xi R/c\). Then \(u'/R=-(1+x)e^{-x}/R^3\). Across the axis, the eigenvalue of \(G\) is \(u'/R-\kappa^2u\). Along the axis it is \(u''-\kappa^2u=-2u'/R\), since \(u''+2u'/R=\kappa^2u\). Hence
\[
G_\perp=-\frac{(1+x+x^2)e^{-x}}{R^3}\ \text{(twice)},\qquad
G_\parallel=\frac{2(1+x)e^{-x}}{R^3}.
\]
At \(x=0\) these are \(-1/R^3\) and \(2/R^3\), the static dipole field.

A direct sum over modes tests these expressions at \(\kappa=1.3\), \(R=1\). It needs a smearing factor \(e^{-\eta^2k^2}\), here with \(\eta=0.02\), to converge. The sum gives \(-1.08814\) and \(1.25449\), against \(-1.08740\) and \(1.25365\) from the formulas. The smearing acts as \(e^{\eta^2\nabla^2}\), and outside the smeared source \(\nabla^2\) gives \(\kappa^2\). The sum should thus be larger by \(e^{\eta^2\kappa^2}\), or 0.07%, as it is.

**Q.** Then write the potential out, with its factors.

**A.** The trace is
\[
R^6e^{2x}\,\mathrm{Tr}\,G^2=4(1+x)^2+2(1+x+x^2)^2 .
\]
The first term is \(4+8x+4x^2\), and the second is \(2+4x+6x^2+4x^3+2x^4\). Their sum is \(2(x^4+2x^3+5x^2+6x+3)\). The 2 cancels the one in \(1/2\pi\), so
\[
V(R)=-\frac1{\pi R^6}\int_0^\infty d\xi\,\alpha_A(i\xi)\alpha_B(i\xi)\,g\!\left(\frac{\xi R}{c}\right),
\]
\[
g(x)=e^{-2x}(x^4+2x^3+5x^2+6x+3).
\]
This is the Casimir–Polder potential. It is attractive because both polarizabilities and \(\mathrm{Tr}\,G^2\) are positive on the imaginary axis. The exponential contains \(2R/c\), the time for a signal to go from one atom to the other and back.

**Q.** I would like evidence that does not reuse your perturbation theory.

**A.** Take two identical oscillator atoms, couple them to a discrete set of field modes, diagonalize the coupled system, and subtract the zero-point energy of separated atoms. In units with \(\hbar=c=\omega=1\), with \(\alpha(0)=0.003\) and \(R=1.5\), this gives \(V=-4.674\times10^{-7}\). The formula gives \(-4.643\times10^{-7}\), and the London formula \(-5.926\times10^{-7}\). The first two differ by 0.7% of the formula's value, while the unretarded result misses the mode calculation by 27%. The sources were smeared and each atom has a small radiative self-shift. These act in opposite directions: smearing alone raises \(|V|\) by 0.94%, the self-shift alone lowers it by 0.27%, and together they give the 0.66% difference.

**Q.** At short distance you would set \(x=0\). The integral runs to infinite frequency, where \(x\) is large however small \(R\) may be.

**A.** The polarizabilities remove that region, provided \(g\) is bounded. Differentiation gives
\[
g'=e^{-2x}\big[(4x^3+6x^2+10x+6)-(2x^4+4x^3+10x^2+12x+6)\big]
\]
\[
\phantom{g'}=-2x(x^3+2x+1)e^{-2x}\le0 .
\]
Thus \(0<g\le g(0)=3\). The integrand is bounded by \(3\alpha_A\alpha_B\), which is integrable, and \(g\to3\) at each fixed \(\xi\) as \(R/c\to0\). Dominated convergence permits the limit under the integral:
\[
V\to-\frac{C_6}{R^6},\qquad C_6=\frac3\pi\int_0^\infty d\xi\,\alpha_A(i\xi)\alpha_B(i\xi).
\]
This is the London limit. It holds when \(R\ll c/\omega\) for the transitions that carry the polarizabilities, while \(R\) must still exceed the atomic sizes. For very unlike atoms this condition is more than is needed, because the product \(\alpha_A\alpha_B\) is weighted near the slower frequency: for single transitions with \(\omega_A=10\) and \(\omega_B=0.01\), \(|V|\) is only 0.5% below London's at \(R=10\,c/\omega_A\).

**Q.** How does it begin to fail?

**A.** Expand the exponential in \(g\). The coefficient of \(x\) is \(6-6=0\), and that of \(x^2\) is \(5-12+6=-1\), so \(g=3-x^2+\dots\). Also \(e^{2x}\ge1+2x+x^3\) for \(x\ge0\), so \(-g'\le2x\) and \(3-g\le x^2\). This bound again justifies the limit under the integral, since \(\xi^2\alpha_A\alpha_B\) is integrable for a finite set of transitions. The leading correction is
\[
V\simeq-\frac{C_6}{R^6}+\frac{W_4}{R^4},\qquad
W_4=\frac1{\pi c^2}\int_0^\infty d\xi\,\xi^2\alpha_A(i\xi)\alpha_B(i\xi).
\]
It is repulsive: retardation weakens the attraction.

**Q.** And at large distance? I would expect the exponential to kill the interaction.

**A.** It kills the high frequencies. Those below about \(c/R\) survive, and this narrowing band supplies one more power of \(1/R\). Substitute \(\xi=cx/R\), \(d\xi=(c/R)\,dx\):
\[
V=-\frac{c}{\pi R^7}\int_0^\infty dx\,\alpha_A\!\left(\frac{icx}{R}\right)\alpha_B\!\left(\frac{icx}{R}\right)g(x).
\]
Each \(\alpha(i\xi)\) decreases from its static value, so \(\alpha_A(0)\alpha_B(0)g(x)\) bounds the integrand, and the polarizabilities tend to their static values as \(R\to\infty\). With \(\int_0^\infty x^ne^{-2x}dx=n!/2^{n+1}\),
\[
\int_0^\infty g\,dx=\frac34+\frac34+\frac54+\frac32+\frac32=\frac{23}4 .
\]
Therefore
\[
V\to-\frac{23\,c\,\alpha_A(0)\alpha_B(0)}{4\pi R^7}.
\]

**Q.** Static polarizabilities multiplied by the speed of light look contradictory.

**A.** The atoms respond statically because frequencies near \(c/R\) are far below their transitions. The field is not static: \(c\) measures the width of the band that contributes. The condition is \(R\gg c/\omega\) for every important transition, so the slowest one decides.

For atoms with one transition each, \(\alpha(i\xi)=\alpha(0)\omega^2/(\omega^2+\xi^2)\), the next term follows from \(\alpha(icx/R)\simeq\alpha(0)[1-c^2x^2/(R^2\omega^2)]\). It needs
\[
\int_0^\infty x^2g\,dx=\frac{45}8+\frac{15}4+\frac{15}4+\frac94+\frac34=\frac{129}8 .
\]
Dividing by \(23/4\) gives \(129/46\), so the retarded law is multiplied by
\[
1-\frac{129}{46}\frac{c^2}{R^2}\left(\frac1{\omega_A^2}+\frac1{\omega_B^2}\right)+\dots
\]

**Q.** Could the force overshoot one of these laws between the limits?

**A.** No, within this formula. Since \(g\) decreases, \(|V|R^6\) decreases with \(R\) from \(C_6\). Since the polarizabilities decrease with \(\xi\), the last integral shows that \(|V|R^7\) increases towards its limit. Each law is thus an upper bound on \(|V|\), and the local exponent \(-d\ln|V|/d\ln R\) lies between 6 and 7.

**Q.** Put numbers to it.

**A.** Take single-transition model atoms with \(\alpha_A(0)=20\), \(\omega_A=0.4\), \(\alpha_B(0)=100\), \(\omega_B=0.1\), all in atomic units. The partial-fraction integral gives
\[
C_6=\frac32\,\alpha_A(0)\alpha_B(0)\frac{\omega_A\omega_B}{\omega_A+\omega_B}
=\frac32(2000)\frac{0.04}{0.5}=240 .
\]
A test that does not assume oscillators gives each atom one s state and three p states, couples the pair by the static dipole interaction, and diagonalizes. At 40 bohr the ground-state shift corresponds to \(C_6=239.99997\).

The retarded coefficient is
\[
\frac{23(137.036)(2000)}{4\pi}=5.016\times10^5 .
\]
The two limiting laws cross where \(R=5.016\times10^5/240=2090\) bohr, or 110.6 nm. The full potential behaves as follows.

| \(R\) (bohr) | \(V/V_{\rm London}\) | \(V/V_{\rm ret}\) | exponent |
|---:|---:|---:|---:|
| 20 | 0.9997 | 0.0096 | 6.001 |
| 500 | 0.922 | 0.221 | 6.118 |
| 2090 | 0.620 | 0.620 | 6.484 |
| 5000 | 0.358 | 0.857 | 6.767 |
| 50000 | 0.042 | 0.998 | 6.996 |

At 100 bohr the London law gives \(-240/10^{12}=-2.40\times10^{-10}\) hartree. Multiplied by the ratio 0.99435, this becomes \(-2.386\times10^{-10}\) hartree, or \(-6.49\times10^{-9}\) eV.

**Q.** At 2090 bohr both laws are wrong by the same factor. Is the crossing a useful boundary?

**A.** It marks the middle of a broad change, not a switch. There \(|V|\) is 38% below both laws. The atomic lengths are \(c/\omega_A=343\) and \(c/\omega_B=1370\) bohr. At 500 bohr, well short of the larger one, the attraction is already 8% below London's. At 5000 bohr it is still 14% below the retarded law.

**Q.** Do the correction terms describe these departures?

**A.** Near the limits they do. For the near side,
\[
\int_0^\infty\!\frac{\xi^2d\xi}{(\omega_A^2+\xi^2)(\omega_B^2+\xi^2)}
=\frac{\pi}{2\omega_B}-\frac{\pi\omega_A}{2\omega_B(\omega_A+\omega_B)}
=\frac{\pi}{2(\omega_A+\omega_B)},
\]
where \(\xi^2=(\omega_A^2+\xi^2)-\omega_A^2\) was used. Hence
\[
W_4=\frac{\alpha_A(0)\alpha_B(0)\omega_A^2\omega_B^2}{2c^2(\omega_A+\omega_B)}=1.704\times10^{-4}.
\]
The predicted fractional weakening is \(W_4R^2/C_6\). At 20 bohr it is \(2.8\times10^{-4}\), against an actual \(2.7\times10^{-4}\). At 100 bohr it is 0.71% against 0.57%, so higher terms already matter. On the far side, at \(10^5\) bohr, the predicted deficit is \(5.595\times10^{-4}\) and the actual one \(5.585\times10^{-4}\).

**Q.** May I then use the \(R^{-7}\) law out to any distance?

**A.** Not at finite temperature. The derivation put the field in its ground state. Once the relevant frequencies, about \(c/R\), fall to \(k_BT\), those modes are thermally occupied. At 300 K the corresponding length \(\hbar c/(k_BT)\) is 7633 nm. The last row of the table, 50000 bohr or about 2650 nm, is not far below it, so that row should be read as a zero-temperature result. Replacing the integral by the thermal sum over \(\xi_n=2\pi nk_BT\), with half weight at \(n=0\), raises \(|V|\) there by 1.4% at 300 K, so that \(V/V_{\rm ret}\) becomes 1.012. At \(10^5\) bohr, where the far correction was compared, the increase is 22%.

The other limits come from the assumptions. An excited atom can make a denominator \(\omega_n+\omega_\lambda\) vanish, and the integral identity for positive energies then fails. A permanent dipole brings in couplings that were absent here. At short range, overlap, higher multipoles and repeated scattering between the atoms enter. The last is governed by \(\alpha_A\alpha_B/R^6\), which at 20 bohr is \(2000/(6.4\times10^7)\approx3\times10^{-5}\) for the model atoms. Higher multipoles are much larger. For two hydrogen atoms, \(C_6=6.499\), \(C_8=124.4\) and \(W_4=0.4628/c^2\). At 20 bohr the \(C_8/R^8\) term is 4.8% of the London term and the retardation correction only 0.15%; the two are equal near 47 bohr. The short-range row of the table therefore describes the dipole model, not the full interaction of real atoms.

## Computed values

```
c = 137.0360 a.u.
alpha_A(0) = 20.0 a.u., omega_A = 0.40 a.u.
alpha_B(0) = 100.0 a.u., omega_B = 0.10 a.u.
c/omega_A = 342.6 bohr, c/omega_B = 1370.4 bohr
integral of g = 23/4, relative x^2 moment = 129/46
C6 from frequency integral = 240.000000 a.u.
C6 from four-state atoms at R = 40 bohr: 239.999972 a.u.
W4 = 1.7040e-04 a.u.
retarded coefficient 23 c aA aB/(4 pi) = 5.01629e+05 a.u.
crossing distance = 2090.1 bohr = 110.60 nm
hbar c/(k_B T) at 300 K = 7633 nm
V(100 bohr) = -2.38643e-10 hartree = -6.49381e-09 eV
R [bohr] | V [hartree] | V/London | V/retarded | exponent
     20.0 | -3.74899e-06 | 0.99973 | 0.00957 | 6.0005
    100.0 | -2.38643e-10 | 0.99435 | 0.04757 | 6.0102
    500.0 | -1.41667e-14 | 0.92231 | 0.22064 | 6.1180
   1000.0 | -1.95111e-16 | 0.81296 | 0.38895 | 6.2589
   2090.1 | -1.78613e-18 | 0.62048 | 0.62048 | 6.4842
   5000.0 | -5.50015e-21 | 0.35808 | 0.85661 | 6.7671
  10000.0 | -4.77556e-23 | 0.19898 | 0.95201 | 6.9123
  50000.0 | -6.40659e-28 | 0.04171 | 0.99778 | 6.9956
near correction at 2 bohr: actual 2.8248e-06, leading 2.8401e-06
far correction at 100000 bohr: actual 5.5850e-04, leading 5.5954e-04
Mode test, units hbar = c = omega = 1:
alpha(0) = 0.0030, R = 1.50, smearing width = 0.12
number of mode shells = 450, spacing = 0.10
V from zero-point energies = -4.6740e-07
V from Casimir-Polder formula = -4.6434e-07
V from London formula = -5.9259e-07
Mode sum for G at kappa = 1.3, R = 1, width = 0.02:
transverse: sum -1.08814, formula -1.08740
longitudinal: sum 1.25449, formula 1.25365
```
